\section*{Bilinear normalization of a dispersive quasinormal mode with a perfectly matched layer}

\section{Result and conventions}

Let $\mathbf E_m,\mathbf H_m$ be a quasinormal mode: a source-free, outgoing solution of Maxwell's equations at the complex frequency $\omega_m=\Omega-i\Gamma/2$, with $\Gamma>0$. Its norm is
\begin{equation}
N=\int\left[\mathbf E_m\cdot\frac{\partial(\omega\varepsilon_0\varepsilon)}{\partial\omega}\mathbf E_m-\mathbf H_m\cdot\frac{\partial(\omega\mu_0\mu)}{\partial\omega}\mathbf H_m\right]dV ,
\label{norm}
\end{equation}
with derivatives taken at $\omega_m$ and no complex conjugation. The integral covers the physical region and a surrounding perfectly matched layer (PML), whose own tensors enter $\varepsilon$ and $\mu$. A point dipole $\mathbf p$ at $\mathbf r_0$ then drives the field
\begin{equation}
\mathbf E(\mathbf r,\omega)\simeq-\frac{\omega_m\,\mathbf E_m(\mathbf r)\,[\mathbf E_m(\mathbf r_0)\cdot\mathbf p]}{(\omega-\omega_m)\,N}
\label{pole}
\end{equation}
near the pole. Rescaling the mode so that $N=1$ fixes it up to a sign.

Fields vary as $e^{-i\omega t}$. In atomic units $\varepsilon_0=1/4\pi$ and $\mu_0=4\pi/c^2$, and
\begin{equation}
\nabla\times\mathbf E=i\omega\mu_0\mu\mathbf H,\qquad
\nabla\times\mathbf H=\mathbf J-i\omega\varepsilon_0\varepsilon\mathbf E .
\label{maxwell}
\end{equation}
The assumptions are: $\varepsilon$ and $\mu$ are local, symmetric tensors (reciprocal media), analytic in $\omega$ near $\omega_m$; the resonator lies in a homogeneous lossless background, here vacuum; and $\omega_m$ is a simple pole with one mode.

\section{Derivation of the norm}

Take two solutions of (\ref{maxwell}), labelled 1 and 2, at different frequencies. From $\nabla\cdot(\mathbf a\times\mathbf b)=\mathbf b\cdot\nabla\times\mathbf a-\mathbf a\cdot\nabla\times\mathbf b$,
\begin{align*}
\nabla\cdot(\mathbf E_2\times\mathbf H_1)&=i\omega_2\mu_0\mathbf H_1\cdot\mu(\omega_2)\mathbf H_2-\mathbf E_2\cdot\mathbf J_1+i\omega_1\varepsilon_0\mathbf E_2\cdot\varepsilon(\omega_1)\mathbf E_1,\\
\nabla\cdot(\mathbf E_1\times\mathbf H_2)&=i\omega_1\mu_0\mathbf H_2\cdot\mu(\omega_1)\mathbf H_1-\mathbf E_1\cdot\mathbf J_2+i\omega_2\varepsilon_0\mathbf E_1\cdot\varepsilon(\omega_2)\mathbf E_2 .
\end{align*}
Subtract the second line from the first. Symmetry of the tensors lets the field products be collected:
\begin{align}
\nabla\cdot(\mathbf E_2\times\mathbf H_1-\mathbf E_1\times\mathbf H_2)={}&i\mathbf E_1\cdot[\omega_1\varepsilon_0\varepsilon(\omega_1)-\omega_2\varepsilon_0\varepsilon(\omega_2)]\mathbf E_2\nonumber\\
&-i\mathbf H_1\cdot[\omega_1\mu_0\mu(\omega_1)-\omega_2\mu_0\mu(\omega_2)]\mathbf H_2\nonumber\\
&-\mathbf E_2\cdot\mathbf J_1+\mathbf E_1\cdot\mathbf J_2 .
\label{lorentz}
\end{align}
This step fails for nonreciprocal media, where the second field must be a mode of the transposed medium.

Let field 1 be driven by $\mathbf J$ at $\omega$, and field 2 be the mode. Integrate over the physical region and the PML. The surface term vanishes, because both fields decay in an infinite PML, or because both have zero tangential $\mathbf E$ on a conductor closing a finite one. Hence
\begin{equation}
i\int\{\mathbf E\cdot[\omega\varepsilon_0\varepsilon(\omega)-\omega_m\varepsilon_0\varepsilon(\omega_m)]\mathbf E_m-\mathbf H\cdot[\omega\mu_0\mu(\omega)-\omega_m\mu_0\mu(\omega_m)]\mathbf H_m\}dV=\int\mathbf E_m\cdot\mathbf J\,dV .
\label{driven}
\end{equation}

Multiply (\ref{maxwell}) for the driven field by $\omega-\omega_m$ and let $\omega\to\omega_m$. The source drops out, so the residue solves the source-free equations and must be a multiple $a$ of the mode. Thus $\mathbf E=a\mathbf E_m/(\omega-\omega_m)$ plus a regular part, and likewise for $\mathbf H$. Each square bracket in (\ref{driven}) is $\omega-\omega_m$ times a frequency derivative, to first order. The factor cancels the pole, the regular part drops out, and
\begin{equation}
iaN=\int\mathbf E_m\cdot\mathbf J\,dV .
\end{equation}
For a dipole $\mathbf J=-i\omega\mathbf p\,\delta(\mathbf r-\mathbf r_0)$ this gives $a=(-i)(-i\omega_m)\mathbf E_m(\mathbf r_0)\cdot\mathbf p/N=-\omega_m\mathbf E_m(\mathbf r_0)\cdot\mathbf p/N$, which is (\ref{pole}).

The frequency derivative comes from the difference of two frequencies, and the unconjugated product from reciprocity. A source with $\int\mathbf E_m\cdot\mathbf J\,dV\neq0$ can always be chosen, and $a$ is finite at a simple pole, so $iaN\neq0$ requires $N\neq0$. Where modes coalesce and the pole is no longer simple, the argument does not apply. Degenerate modes need a basis that is orthogonal in the bilinear form.

In a closed lossless cavity $\mathbf E_m$ can be chosen real and $\mathbf H_m$ imaginary. Then $-\mathbf H_m\cdot\mathbf H_m=|\mathbf H_m|^2$, and $N$ is four times the time-averaged energy.

\section{Exterior divergence}

The electric dipole mode of a nonmagnetic sphere shows the divergence in closed form. Put $H_\phi=u(r)\sin\theta/r$ and $k=\omega/c$. The second equation of (\ref{maxwell}) gives
\begin{equation}
E_r=\frac{2iu\cos\theta}{\omega\varepsilon_0\varepsilon r^2},\qquad
E_\theta=-\frac{iu'\sin\theta}{\omega\varepsilon_0\varepsilon r},
\label{fields}
\end{equation}
and the first then gives $u''+(\varepsilon k^2-2/r^2)u=0$. Outside, the outgoing solution is $u=\xi(kr)$ with
\begin{equation}
\xi(x)=-e^{ix}\left(1+\frac ix\right),\qquad
\xi'(x)=-e^{ix}\left(i-\frac1x-\frac i{x^2}\right).
\end{equation}
Since $\operatorname{Im}k=-\Gamma/2c$, the fields grow as $e^{\Gamma r/2c}/r$.

The angular integrals of $\cos^2\theta$ and $\sin^2\theta$ are $4\pi/3$ and $8\pi/3$. With $1/(\varepsilon_0\omega^2)=\mu_0/k^2$, the exterior part of (\ref{norm}) per unit radius is
\begin{equation}
n(r)=-\frac{8\pi}{3}\frac{\mu_0}{k^2}\left[\frac{2u^2}{r^2}+u'^2+k^2u^2\right].
\label{density}
\end{equation}
Now insert, with $x=kr$,
\begin{align*}
\xi^2&=e^{2ix}\left(1+\frac{2i}x-\frac1{x^2}\right),\\
\xi'^2&=e^{2ix}\left(-1-\frac{2i}x+\frac3{x^2}+\frac{2i}{x^3}-\frac1{x^4}\right).
\end{align*}
The two leading orders cancel in $\xi^2+\xi'^2$: the electric and magnetic terms of the outgoing wave compensate. What remains is
\begin{equation}
n=-\frac{8\pi\mu_0}{3}e^{2ix}\left(\frac4{x^2}+\frac{6i}{x^3}-\frac3{x^4}\right)
=-\frac{8\pi\mu_0}{3}\frac{dF}{dx},\quad
F=e^{2ix}\left(\frac1{x^3}-\frac{2i}{x^2}\right).
\label{primitive}
\end{equation}
Differentiating $F$ confirms the second form. On the real radius, $|F|$ grows as $e^{\Gamma R/c}/R^2$. The cancellation weakens the divergence but does not remove it. The leading factor has its minimum where $\Gamma/c-2/R=0$, at $R=2c/\Gamma$; beyond this the cut-off norm gets worse.

\section{Regularization by the PML}

\subsection{From tensors to a complex path}

For $r>R_p$ replace $r$ by $\tilde r(r)$, with $\tilde r(R_p)=R_p$ and $s=d\tilde r/dr$. Define the fields in the layer by
\begin{equation}
E'_r=sE_r(\tilde r),\quad E'_\theta=\frac{\tilde r}{r}E_\theta(\tilde r),\quad H'_\phi=\frac{\tilde r}{r}H_\phi(\tilde r),
\end{equation}
where the right-hand sides are vacuum solutions continued to $\tilde r$. They obey Maxwell's equations in the real coordinate $r$ if
\begin{equation}
\tilde\varepsilon_r=\frac{\tilde r^2}{r^2s},\qquad \tilde\varepsilon_\theta=\tilde\mu_\phi=s .
\label{tensors}
\end{equation}
For example, $-(1/r)\partial_r(rH'_\phi)=-(s/r)\partial_{\tilde r}(\tilde rH_\phi)=-i\omega\varepsilon_0s(\tilde r/r)E_\theta$, which is $-i\omega\varepsilon_0\tilde\varepsilon_\theta E'_\theta$. The radial component gives $(\tilde r/r)^2E_r=\tilde\varepsilon_rE'_r$, and the curl of $\mathbf E'$ gives $\tilde\mu_\phi=s$.

For a frequency-independent $s$, the layer's contribution to (\ref{norm}) contains
\begin{equation}
r^2dr\,(\tilde\varepsilon_rE_r'^2+\tilde\varepsilon_\theta E_\theta'^2)=\tilde r^2(E_r^2+E_\theta^2)\,s\,dr ,
\end{equation}
and similarly for $\mathbf H$. As $s\,dr=d\tilde r$, the PML integral is $\int n(\tilde r)\,d\tilde r$ along a complex path. For constant $s$ the exponential in $n$ decays if
\begin{equation}
\operatorname{Im}(\omega_ms)>0,\quad\text{that is}\quad \arg s>-\arg\omega_m\qquad(0<\arg s<\pi/2).
\label{angle}
\end{equation}
Then $F\to0$ at the far end, and (\ref{primitive}) gives, for the exterior beyond a real radius $R\le R_p$,
\begin{equation}
N_{\rm ext}(R)=\frac{8\pi}{3}\frac{\mu_0}{k}e^{2ikR}\left[\frac1{(kR)^3}-\frac{2i}{(kR)^2}\right].
\label{tail}
\end{equation}
The value contains no PML parameter. Below the threshold angle $F$ grows without limit and the layer does not regularize the norm. A PML that absorbs waves of real frequency can therefore be too weak for a broad mode.

For other resonator shapes, independence follows from (\ref{pole}). Every perfect PML that satisfies (\ref{angle}) leaves the driven field in the physical region unchanged at frequencies near $\omega_m$, hence also its residue. A layer below the threshold angle still gives the correct field at real frequency, but near $\omega_m$ the solution that decays in it is the incoming wave, and the argument does not apply. With the same mode amplitude there, $N$ must be the same.

\subsection{A frequency-dependent stretch}

If $s$ depends on $\omega$, as in $s=1+i\sigma/\omega$, the derivative in (\ref{norm}) must also act on the tensors (\ref{tensors}). Condition (\ref{angle}) becomes $\sigma>\Gamma/2$, since $\omega_ms=\omega_m+i\sigma$. Let $w=\partial\tilde r/\partial\omega$ at fixed $r$, so that $\partial s/\partial\omega=\partial_rw$. Apart from the factor $-(8\pi/3)(\mu_0/k^2)\omega$, the added terms are
\begin{equation}
\frac{2u^2}{\tilde r^2}\left(\frac{2sw}{\tilde r}-\partial_rw\right)+(u'^2+k^2u^2)\partial_rw
=\partial_r\left[w\left(u'^2+k^2u^2-\frac{2u^2}{\tilde r^2}\right)\right],
\end{equation}
where $u'=du/d\tilde r$. The equality holds because $u''=(2/\tilde r^2-k^2)u$ reduces the $\tilde r$-derivative of the round bracket to $4u^2/\tilde r^3$. The boundary term vanishes at $R_p$, where $w=0$, and at infinity, where $u$ decays. The total is unchanged, although the local density is not.

\subsection{Surface form}

The PML integral can be replaced by a surface integral. In the exterior, continue the mode to a family of outgoing vacuum fields $\mathbf E(\omega),\mathbf H(\omega)$ that equals the mode at $\omega_m$. Apply (\ref{lorentz}) to this family and the mode, outside a sphere $R$. The outward normal of this region on the sphere is $-\hat{\mathbf r}$, so
\begin{equation}
-\oint(\mathbf E_m\times\mathbf H-\mathbf E\times\mathbf H_m)\cdot\hat{\mathbf r}\,dS=i(\omega-\omega_m)N_{\rm ext}
\end{equation}
to first order. Expanding the fields gives
\begin{equation}
N_{\rm ext}=i\oint(\mathbf E_m\times\partial_\omega\mathbf H-\partial_\omega\mathbf E\times\mathbf H_m)\cdot\hat{\mathbf r}\,dS .
\label{surface}
\end{equation}
A frequency-dependent amplitude of the family cancels. For the dipole mode, (\ref{fields}) has $u'/\omega=\xi'(x)/c$ and $\partial_\omega x=R/c$, whence
\begin{equation}
N_{\rm ext}=\frac{8\pi}{3}\mu_0R\,(\xi'^2-\xi\xi'')
=\frac{8\pi}{3}\mu_0R\,e^{2ix}\left(\frac1{x^4}-\frac{2i}{x^3}\right),
\end{equation}
with $x=kR$. Since $R=x/k$, this is (\ref{tail}).

\section{Quantities obtained from the norm}

Change the permittivity by a small $\delta\varepsilon$ in a fixed volume. Equation (\ref{lorentz}) for the old and new modes, without sources, gives to first order $\delta\omega\,N+\omega_m\varepsilon_0\int\mathbf E_m\cdot\delta\varepsilon\,\mathbf E_m\,dV=0$, or
\begin{equation}
\delta\omega=-\frac{\omega_m\varepsilon_0}{N}\int\mathbf E_m\cdot\delta\varepsilon\,\mathbf E_m\,dV .
\label{shift}
\end{equation}

For a dipole along $\hat{\mathbf r}$ at a vacuum point where $\mathbf E_m$ is radial, define the complex mode volume
\begin{equation}
V=\frac{N}{2\varepsilon_0E_{m,r}(\mathbf r_0)^2}.
\end{equation}
With $4\pi\varepsilon_0=1$, the residue of the self-field $E_r(\mathbf r_0)/p$ is $-\omega_m/(2\varepsilon_0V)=-2\pi\omega_m/V$. At $\omega=\Omega$ the denominator is $i\Gamma/2$, and the pole term is $4\pi i\omega_m/(\Gamma V)$. A real positive $V$ and a narrow line give an almost imaginary self-field, which damps the dipole. The phase of $V$ mixes in a reactive part.

\section{Worked example: a Drude sphere}

\subsection{Mode and norm}

Take $\varepsilon(\omega)=1-\omega_p^2/[\omega(\omega+i\gamma)]$ with $\omega_p=9$ eV, $\gamma=0.1$ eV and radius $a=200$ \AA. Inside, $u=A\psi(qr)$, where $\psi(x)=\sin x/x-\cos x$ and $q=k\sqrt\varepsilon$. Continuity of $H_\phi$ and $E_\theta$ requires $u$ and $u'/\varepsilon$ to be continuous:
\begin{equation}
\varepsilon k\,\xi'(ka)\psi(qa)=q\,\psi'(qa)\xi(ka).
\end{equation}
Newton iteration, following the root from a small sphere where $\omega\approx\omega_p/\sqrt3$, gives
\[
\omega_m=4.7250-0.2109i\ \text{eV}=0.17364-0.00775i\ \text{hartree}.
\]
Thus $\Gamma=0.4218$ eV and $\Omega/\Gamma=11.2$. The three dipole modes aligned with the $x$, $y$ and $z$ axes are degenerate, but orthogonal in the bilinear form; the present one is aligned with $z$. A radial dipole on the polar axis drives the present one alone, because the other two have $E_r=0$ there.

The metal contributes through
\begin{equation}
\varepsilon_0\int_{r<a}\mathbf E_m^2dV=-\frac{8\pi}{3}\frac{1}{\varepsilon_0\omega_m^2\varepsilon^2}\int_0^a\left(\frac{2u^2}{r^2}+u'^2\right)dr ,
\end{equation}
multiplied by $\partial(\omega\varepsilon)/\partial\omega=1+\omega_p^2/(\omega_m+i\gamma)^2=4.622+0.170i$. The magnetic part is subtracted. The permittivity itself is $\varepsilon=-2.615-0.246i$.

With $R_p=400$ \AA{} and $s=6e^{i\pi/4}$ over 2000 \AA, Gauss--Legendre quadrature gives these fractions of $N$:
\begin{center}
\begin{tabular}{lc}
metal & $0.5495-0.0682i$\\
vacuum, 200 to 400 \AA & $0.3835+0.0034i$\\
PML & $0.0670+0.0647i$
\end{tabular}
\end{center}
They add up to one. The PML part has modulus 0.093, so it is not a small correction. Formula (\ref{tail}) gives the same value to the digits shown, and so does a dispersive layer with $\sigma=5$ eV.

Replacing $\partial(\omega\varepsilon)/\partial\omega$ by $\varepsilon$ in the metal would give $(0.165+0.088i)N$. The modulus would be about 19\% of the correct one.

\subsection{Divergence and choice of path}

If the integral is cut off at a real radius $R$ without a PML, the error relative to $|N|$ is
\begin{center}
\begin{tabular}{rc}
$R$ (\AA) & relative error\\
1000 & $1.5\times10^{-2}$\\
10000 & $1.0\times10^{-3}$\\
40000 & $4.0\times10^{-2}$\\
80000 & $52$
\end{tabular}
\end{center}
The turning radius is $2\hbar c/\Gamma=2(1973.27)/0.42176\approx9357$ \AA. The apparent convergence at moderate radii is followed by exponential growth.

The threshold angle is $-\arg\omega_m=2.56^\circ$. On a path with $|s|=1$ and length $2\times10^5$ \AA, 1.5 times this angle reproduces $N$ to rounding error. Half the angle gives a relative error of about 650.

A conjugated density has no such path independence. For the positive density $(2|u/\tilde r|^2+|u'|^2)/(\varepsilon_0|\omega_m|^2)+\mu_0|u|^2$, integrated over $|d\tilde r|$ in the 2000 \AA{} layer with $|s|=6$, the result at $30^\circ$ is 1.24 times that at $60^\circ$.

\subsection{Driven field and frequency shift}

For a dipole at $r_0=250$ \AA,
\[
V=(71.79-5.21i)\times10^6\ \text{\AA}^3=(484.4-35.2i)\times10^6\ \text{bohr}^3 ,
\]
and the self-field residue is
\[
-\frac{2\pi(4.7250-0.2109i)}{(71.79-5.21i)\times10^6}
=(-0.4127-0.0115i)\times10^{-6}\ \text{eV\,\AA}^{-3}.
\]

The driven problem gives this residue without the norm. The dipole-channel part of the source turns the radial equation into
\begin{equation}
u''+\left(k^2-\frac2{r^2}\right)u=\frac{3i\omega p}{4\pi r_0^2}\,\delta(r-r_0)\qquad(r>a).
\end{equation}
Its solution is $u=C[\psi(kr_<)+b\,\xi(kr_<)]\xi(kr_>)$, where $r_<$ and $r_>$ are the smaller and larger of $r,r_0$. The jump of $u'$ and the Wronskian $\psi\xi'-\psi'\xi=i$ give $C=3\omega p/(4\pi r_0^2k)$. Inserting the reflected part into (\ref{fields}) yields
\begin{equation}
\frac{E_{\rm s}}p=\frac{6ib\,\xi(kr_0)^2}{kr_0^4},\quad
b=-\frac{k\psi'(ka)-\Lambda\psi(ka)}{k\xi'(ka)-\Lambda\xi(ka)},\quad
\Lambda=\frac{q\psi'(qa)}{\varepsilon\psi(qa)} .
\end{equation}
A contour integral of this expression around $\omega_m$ gives the same residue to the digits quoted.

At the real drive energy $\Omega$, the scattered dipole field $E_{\rm s}/p$ is $(-0.052+1.935i)\times10^{-6}$ \AA$^{-3}$, and the pole term alone $(-0.055+1.957i)\times10^{-6}$ \AA$^{-3}$. The difference is 1.1\% of the scattered dipole field. The direct field of the source is not included in $E_{\rm s}$; it has no pole at $\omega_m$. Higher multipoles, which also act on a dipole 50 \AA{} from the surface, are left out of both numbers, so the 1.1\% does not measure the error of the one-pole form for the total self-field. Summing the Mie series up to $l=40$ gives a scattered self-field of $(4.42+2.10i)\times10^{-6}$ \AA$^{-3}$. The pole term reproduces the imaginary (damping) part to about 7\%, while the real part comes almost entirely from the nonresonant higher multipoles.

For a uniform $\delta\varepsilon$ in the sphere, (\ref{shift}) gives $\delta\omega/\delta\varepsilon=-0.536+0.113i$ eV. Solving the mode condition again with $\delta\varepsilon=\pm0.001$ gives the same slope. A positive $\delta\varepsilon$ lowers the energy and narrows the line.

\section{Implementation with a finite layer}

A discretized solver can use the weak form obtained by dividing the radial equation by $\varepsilon$, multiplying by a test function $v$ and integrating by parts:
\begin{equation}
\int\left[\frac1\varepsilon\left(\frac{du}{d\tilde r}\frac{dv}{d\tilde r}+\frac{2uv}{\tilde r^2}\right)-k^2uv\right]d\tilde r=0 .
\end{equation}
The natural outer condition $du/d\tilde r=0$ means $E_\theta=0$, a perfect conductor. No conjugate appears on $v$, so the matrices are complex symmetric. The norm is evaluated with the same matrices and $v=u$: in the metal the factor $1/\varepsilon$ is replaced by $\varepsilon^{-2}\,\partial(\omega\varepsilon)/\partial\omega$, the $k^2$ term is added instead of subtracted, and the sum is multiplied by $-(8\pi/3)\mu_0/k^2$, as in (\ref{density}). Six polynomial elements of degree 24, three of them in the PML of thickness $L=2000$ \AA, reproduce $\omega_m$ and $V$ to the digits given above.

A wave reflected by the conductor returns to $R_p$ with the factor $e^{2iksL}$. To leading order this perturbs the mode condition, and hence the frequency, in proportion:
\begin{equation}
|\delta\omega|\propto e^{-2\operatorname{Im}(ks)L},
\end{equation}
apart from slowly varying algebraic factors. With the same $s$, the frequency error is $2.6\times10^{-5}$ eV for $L=500$ \AA{} and $1.9\times10^{-7}$ eV for 750 \AA. The logarithm of their ratio is 4.90, against 4.85 from the exponential alone. The thickness should therefore be chosen from $\operatorname{Im}(ks)L$ at the complex mode frequency, with elements fine enough to resolve the oscillation and decay inside the layer.

All numerical values are calculated from the stated model.
